# Exchange Energy and Restricted Hartree–Fock for a Two-Electron Closed-Shell Singlet

## Problem

Rydberg atomic units are used: $\hbar = 2m = 1$ and $e^2 = 2$, lengths in bohr, energies in Ry. One electron in the field of a fixed point nucleus of charge $Z$ has the nonrelativistic Hamiltonian $h = -\nabla^2 + v_{\rm ext}$ with $v_{\rm ext} = -2Z/r$, and two electrons repel with $2/|\mathbf r - \mathbf r'|$.

Two electrons are described by one Slater determinant in which both occupy the same real, normalized spatial orbital $\varphi$ with opposite spins (the closed-shell singlet). Two methods minimize the expectation value $E[\varphi]$ of the full Hamiltonian in this determinant. Restricted Hartree–Fock (RHF) allows every normalized $\varphi$. The optimized effective potential (OEP) method allows only those $\varphi$ that are the ground state of $H_s = -\nabla^2 + v_s$ for some multiplicative potential $v_s(\mathbf r)$, and it defines the exchange potential by $v_x = v_s - v_{\rm ext} - v_H$, with $v_H$ the Hartree potential.

(a) Find $E[\varphi]$, relate the exchange energy $E_x$ to the Hartree energy $E_H$, and find $\delta E_x/\delta n$ and its behaviour far from the nucleus.

(b) Derive the RHF equation and evaluate the exchange operator on the occupied orbital.

(c) Derive the OEP condition, solve it for $v_x$, and compare the orbital, energy and occupied eigenvalue with RHF.

(d) Do the unoccupied levels of the two methods agree?

(e) Verify the results for helium.

(f) Do the results extend to the $1s2s$ states of helium and to beryllium?

## Solution

### (a) Energy and exchange potential

With a spin-up and a spin-down spin orbital built on $\varphi$, the determinant is

$$\Phi = \varphi(\mathbf r_1)\varphi(\mathbf r_2)\,\frac{\alpha(1)\beta(2) - \beta(1)\alpha(2)}{\sqrt 2}.$$

The Hamiltonian does not act on spin and the spin factor is normalized, so only the product $\varphi\varphi$ enters. Define

$$(f|g) = \iint \frac{2 f(\mathbf r)\, g(\mathbf r')}{|\mathbf r - \mathbf r'|}\, d^3r\, d^3r', \qquad v_J(\mathbf r) = \int \frac{2\varphi^2(\mathbf r')}{|\mathbf r - \mathbf r'|}\, d^3r', \qquad J = (\varphi^2|\varphi^2) = \int \varphi^2 v_J\, d^3r .$$

Each electron contributes $\langle\varphi|h|\varphi\rangle$ and the single pair contributes $J$:

$$E[\varphi] = 2\langle\varphi|h|\varphi\rangle + J. \tag{1}$$

The density is $n = 2\varphi^2$. The Hartree potential is the potential of the whole density, $v_H = \int 2n(\mathbf r')/|\mathbf r - \mathbf r'|\, d^3r' = 2v_J$, and the Hartree energy is $E_H = \tfrac12 (n|n) = \tfrac12\cdot 4J = 2J$. The exchange energy of a determinant is its interaction energy minus $E_H$:

$$E_x = J - 2J = -J = -\tfrac12 E_H[n]. \tag{2}$$

The general Fock expression $E_x = -\tfrac12\sum_\sigma\sum_{i,j}(\varphi_{i\sigma}\varphi_{j\sigma}|\varphi_{i\sigma}\varphi_{j\sigma})$ agrees: each spin has only the term $i = j$, which gives $-\tfrac12(J + J) = -J$. The meaning is seen by writing $n = n_\uparrow + n_\downarrow$ with $n_\sigma = \varphi^2$. Then $E_H = \tfrac12 J + \tfrac12 J + J$. The last term is the repulsion between the two electrons, and the first two are the repulsion of each electron with its own charge. Exchange here removes this self-interaction and does nothing else.

Equation (2) holds for every closed-shell orbital, so on densities of this kind $E_x$ is an explicit functional of $n$. Because $(f|g)$ is symmetric and bilinear, $\delta E_H = \tfrac12[(\delta n|n) + (n|\delta n)] = \int v_H\,\delta n\, d^3r$, and

$$\delta E_x = -\tfrac12\int v_H\,\delta n\, d^3r, \qquad \frac{\delta E_x}{\delta n(\mathbf r)} = -\tfrac12 v_H(\mathbf r) = -v_J(\mathbf r). \tag{3}$$

The electron number is fixed, so $\int\delta n\, d^3r = 0$ and a constant added to the derivative changes nothing. The constant is fixed by requiring the potential to vanish at infinity, which (3) does. Far outside the charge $1/|\mathbf r - \mathbf r'| \to 1/r$, so $v_J \to 2/r$ and the exchange potential tends to $-2/r$, which is $-e^2/r$. A distant electron then sees $-2Z/r + 4/r - 2/r = -2(Z-1)/r$, the ion it leaves behind.

### (b) Restricted Hartree–Fock

Under $\varphi \to \varphi + \delta\varphi$, the first term of (1) changes by $4\langle\delta\varphi|h|\varphi\rangle$, since $h$ is symmetric and the functions are real. With $\delta(\varphi^2) = 2\varphi\,\delta\varphi$, the second changes by $2(2\varphi\,\delta\varphi|\varphi^2) = 4\langle\delta\varphi|v_J|\varphi\rangle$. Hence

$$\delta E = 4\langle\delta\varphi|h + v_J|\varphi\rangle. \tag{4}$$

The norm changes by $2\langle\delta\varphi|\varphi\rangle$. Subtracting $2\varepsilon$ times the norm, with $\varepsilon$ a Lagrange multiplier, gives $4\langle\delta\varphi|h + v_J - \varepsilon|\varphi\rangle = 0$ for every $\delta\varphi$, so

$$\left[h + \tfrac12 v_H\right]\varphi = \varepsilon\varphi. \tag{5}$$

The closed-shell Fock operator is $F = h + v_H - K$, where for any function $\chi$

$$(K\chi)(\mathbf r) = \varphi(\mathbf r)\int \frac{2\varphi(\mathbf r')\chi(\mathbf r')}{|\mathbf r - \mathbf r'|}\, d^3r'.$$

This operator is nonlocal: its result at $\mathbf r$ depends on $\chi$ everywhere. For $\chi = \varphi$ the integral is $v_J(\mathbf r)$, so

$$K\varphi = v_J\varphi = \tfrac12 v_H\varphi, \qquad F\varphi = (h + v_J)\varphi. \tag{6}$$

Thus $F\varphi = \varepsilon\varphi$ is the same equation as (5), and $\delta E = 4\langle\delta\varphi|F|\varphi\rangle$. The replacement of $K$ by $v_H/2$ is valid only on $\varphi$ and its multiples, as shown in (d).

Multiplying (5) by $\varphi$ and integrating gives $\varepsilon = \langle\varphi|h|\varphi\rangle + J$, and (1) becomes $E = 2\varepsilon - J$. A one-electron ion with the same frozen orbital has energy $\langle\varphi|h|\varphi\rangle = E - \varepsilon$, so $-\varepsilon$ is the frozen-orbital ionization energy.

### (c) The OEP condition

Let $H_s$ have the ground state $\varphi$ with eigenvalue $\varepsilon_0$ and the remaining real eigenstates $\varphi_a$ with $\varepsilon_a > \varepsilon_0$; the sum over $a$ includes the continuum. The ground state of such a local Schrödinger operator is nondegenerate and can be taken positive everywhere, a property used below. If $v_s \to v_s + \delta v_s$, the first-order eigenvalue equation is $(H_s - \varepsilon_0)\delta\varphi = (\delta\varepsilon_0 - \delta v_s)\varphi$. Projection on $\varphi_a$ gives $(\varepsilon_a - \varepsilon_0)\langle a|\delta\varphi\rangle = -\langle a|\delta v_s|\varphi\rangle$, and normalization gives $\langle\varphi|\delta\varphi\rangle = 0$. Inserting this $\delta\varphi$ in (4),

$$\delta E = 4\sum_a \frac{\langle a|\delta v_s|\varphi\rangle\langle a|F|\varphi\rangle}{\varepsilon_0 - \varepsilon_a} = 4\int \delta v_s\,\varphi\,\psi\, d^3r, \qquad \psi = \sum_a \varphi_a\frac{\langle a|F|\varphi\rangle}{\varepsilon_0 - \varepsilon_a}. \tag{7}$$

The energy is stationary for every $\delta v_s$ if and only if $\varphi(\mathbf r)\psi(\mathbf r) = 0$ everywhere. This is the OEP equation for one orbital. Since $\varphi > 0$, it requires $\psi = 0$, and since the $\varphi_a$ are orthonormal, every $\langle a|F|\varphi\rangle$ vanishes.

From the definition of $v_x$, $h + v_H = H_s - v_x$, so $F = H_s - v_x - K$. Because $\langle a|H_s|\varphi\rangle = \varepsilon_0\langle a|\varphi\rangle = 0$, the condition is $\langle a|-K - v_x|\varphi\rangle = 0$ for all $a$. The function $(-K - v_x)\varphi$ is orthogonal to every eigenstate but $\varphi$, and by completeness it equals $c\varphi$ for some number $c$. Using (6) and dividing by $\varphi$,

$$v_x = -\tfrac12 v_H - c .$$

A constant in $v_s$ does not change $\varphi$, so the minimization cannot fix $c$. With $v_s \to 0$ at infinity, where $v_{\rm ext}$ and $v_H$ also vanish, $c = 0$:

$$v_x = -\tfrac12 v_H, \qquad v_s = v_{\rm ext} + \tfrac12 v_H. \tag{8}$$

This agrees with the functional derivative (3). Projecting $(-K - v_x)\varphi = c\varphi$ on $\varphi$ shows that $c = 0$ is equivalent to $\langle\varphi|v_x|\varphi\rangle = -\langle\varphi|K|\varphi\rangle$. With (8), $H_s\varphi = \varepsilon_0\varphi$ is equation (5), so $\varepsilon_0 = \varepsilon$; the equality of eigenvalues depends on the convention $c = 0$.

Stationarity alone does not show that the two minima coincide. The OEP search runs over a subset of the RHF orbitals, so $E_{\rm OEP} \ge E_{\rm RHF}$. Assume the RHF minimum exists, as it does for helium, with minimizer $\varphi$. The function $|\varphi|$ has the same density and the same $|\nabla\varphi|^2$ almost everywhere, hence the same energy, so the minimizer can be taken nonnegative. It solves (5), which makes it an eigenfunction of the local operator $-\nabla^2 + v_{\rm ext} + v_J$. A nonnegative function cannot be orthogonal to the positive ground state of that operator, so it is the ground state. The RHF orbital therefore lies in the OEP search space, with $v_s = \varepsilon + \nabla^2\varphi/\varphi$, and $E_{\rm OEP} = E_{\rm RHF}$. The orbital, the density and every part of the energy are common to both methods.

The curvature at the solution can be found explicitly. Along $v_s + \lambda g$ the orbital is $\varphi + \lambda\delta + \lambda^2\eta + \dots$ with $\delta = \sum_a\varphi_a\langle a|g|\varphi\rangle/(\varepsilon - \varepsilon_a)$. Normalization at order $\lambda^2$ gives $2\langle\eta|\varphi\rangle = -\langle\delta|\delta\rangle$. The squared orbital is $\varphi^2 + 2\lambda\varphi\delta + \lambda^2(\delta^2 + 2\varphi\eta)$. The $\lambda^2$ coefficient of (1) is then

$$E_2 = 2\langle\delta|h|\delta\rangle + 4\langle\eta|h|\varphi\rangle + 4(\varphi\delta|\varphi\delta) + 2\langle\delta|v_J|\delta\rangle + 4\langle\eta|v_J|\varphi\rangle .$$

By (5) the two $\eta$ terms add to $4\varepsilon\langle\eta|\varphi\rangle = -2\varepsilon\langle\delta|\delta\rangle$, and $d^2E/d\lambda^2 = 2E_2$, so

$$\frac{d^2E}{d\lambda^2} = 4\langle\delta|h + v_J - \varepsilon|\delta\rangle + 8(\varphi\delta|\varphi\delta). \tag{9}$$

The first term is $4\sum_a(\varepsilon_a - \varepsilon)\langle a|\delta\rangle^2$, positive unless $\delta = 0$, which occurs only for constant $g$. The second is nonnegative because the kernel $2/r$ has the positive Fourier transform $8\pi/k^2$.

### (d) Unoccupied levels

They do not agree. With (8), $F - H_s = v_J - K$, and for any real $\chi$, writing both terms as double integrals and symmetrizing in $\mathbf r \leftrightarrow \mathbf r'$,

$$\langle\chi|v_J - K|\chi\rangle = \iint \frac{[\varphi(\mathbf r')\chi(\mathbf r) - \varphi(\mathbf r)\chi(\mathbf r')]^2}{|\mathbf r - \mathbf r'|}\, d^3r\, d^3r' \ge 0,$$

which vanishes only if $\chi/\varphi$ is constant. A normalized virtual orbital $\chi$ of $F$ is orthogonal to $\varphi$, so its eigenvalue $\langle\chi|F|\chi\rangle$ exceeds $\langle\chi|H_s|\chi\rangle$. That expectation value is at least the lowest unoccupied level of $H_s$ of the same symmetry, so the lowest RHF virtual of each symmetry lies strictly above its OEP counterpart. The large-$r$ behaviour shows how different the spectra are. Take helium with its spherical orbital and write $u = \sqrt{4\pi}\,r\varphi$, so that $\int_0^\infty u^2 dr = 1$. The angular average of $1/|\mathbf r - \mathbf r'|$ is $1/\max(r, r')$ (the shell theorem), so

$$v_J(r) = \frac{2}{r}\int_0^r u^2(s)\, ds + 2\int_r^\infty \frac{u^2(s)}{s}\, ds. \tag{10}$$

In the second integral $1/s < 1/r$, so $0 < v_J < 2/r$ and $-4/r < v_s < -2/r$. By the min–max principle, raising a potential everywhere raises each eigenvalue of given symmetry and order. The $k$-th $s$ level of $-2Z'/r$ is $-Z'^2/k^2$, so the $k$-th $s$ level of the OEP obeys

$$-\frac{4}{k^2} \le \varepsilon_k \le -\frac{1}{k^2}. \tag{11}$$

The upper bound is negative for every $k$, so the OEP binds an infinite Rydberg series. In $F$, a function $\chi$ orthogonal to $\varphi$ feels $v_{\rm ext} + v_H \to -4/r + 4/r = 0$, and $K\chi$ carries the exponentially decaying factor $\varphi(\mathbf r)$. No Coulomb tail remains: an RHF virtual orbital describes an added electron in the field of a neutral atom. Whether the short-range remainder binds a state is not decided by this argument and is computed in (e).

### (e) Helium

A case solvable by hand shows what a too narrow family of local potentials costs. For $v_s = -2\zeta/r$ the ground state is $\varphi \propto e^{-\zeta r}$, with $u^2 = 4\zeta^3r^2e^{-2\zeta r}$. The kinetic energy per electron is $\int|\nabla\varphi|^2 d^3r = \zeta^2$, and $\langle 1/r\rangle = 4\zeta^3/(2\zeta)^2 = \zeta$. Integration by parts gives the two integrals in (10):

$$\int_0^r u^2 ds = 1 - e^{-2\zeta r}(1 + 2\zeta r + 2\zeta^2r^2), \qquad \int_r^\infty\frac{u^2}{s}ds = e^{-2\zeta r}(\zeta + 2\zeta^2 r),$$

so $v_J = 2[1/r - e^{-2\zeta r}(\zeta + 1/r)]$. With $\int_0^\infty r^m e^{-br}dr = m!/b^{m+1}$,

$$J = 2\left[\zeta - 4\zeta^3\left(\frac{2\zeta}{(4\zeta)^3} + \frac{1}{(4\zeta)^2}\right)\right] = 2\left[\zeta - \frac{\zeta}{8} - \frac{\zeta}{4}\right] = \frac{5\zeta}{4}.$$

Equation (1) gives $E = 2\zeta^2 - 4Z\zeta + 5\zeta/4$. Setting $4\zeta - 4Z + 5/4 = 0$ gives $\zeta = Z - 5/16 = 1.6875$ bohr$^{-1}$ for $Z = 2$. At this point $-4Z\zeta + 5\zeta/4 = -4\zeta^2$, so $E = -2\zeta^2 = -5.6953$ Ry.

The full problem is solved in four ways by the numerical check with its output. The first is RHF in a basis of $s$ Gaussians. The other three use a radial grid of 109 points in a box of 100 bohr, tested on the levels and the electrostatic potential of hydrogen: RHF with the nonlocal matrix $K$; self-consistent iteration of the local potential (8); and a numerical OEP. The last writes $v_s - v_{\rm ext} = \sum_k b_k f_k$ with $f_k = 2\,\mathrm{erf}(\sqrt{a_k}\,r)/r$ and solves $\partial E/\partial b_k = 0$, which is (7) with $\delta v_s = f_k$, using the nonlocal $K$ and not assuming (8). It starts from $2\,\mathrm{erf}(r)/r$, where $E = -5.676813$ Ry.

All four give

$$E = -5.723360\ \text{Ry} = -77.870\ \text{eV}, \qquad \varepsilon_{1s} = -1.83591\ \text{Ry} = -24.979\ \text{eV},$$

with 1 Ry $= 13.605693$ eV. These digits describe the exchange-only model and measure the agreement of the methods; correlation is absent. The measured ionization energy is about 24.6 eV, so the frozen-orbital value $-\varepsilon$ is about 0.4 eV too high. The constant of the numerical OEP is fixed by $\langle\varphi|v_x|\varphi\rangle = -\langle\varphi|K|\varphi\rangle$, which makes its eigenvalue $\langle\varphi|F|\varphi\rangle$, so for that method the independent evidence is the energy and the shape of the potential.

The parts are $T = 5.723360$ Ry (kinetic), $-13.498258$ Ry (nuclear attraction), $E_H = 4.103075$ Ry and $E_x = -2.051538$ Ry. Their sum is $-5.723361$ Ry, equal to $E$ up to rounding in the last digit. The Gaussian calculation, which forms $E_x$ and $E_H$ from separate exchange and Coulomb matrices, gives $E_x/E_H = -0.50000000$. With $J = 2.051538$ Ry, $2\varepsilon - J = -3.67182 - 2.05154 = -5.72336$ Ry. The relation $E = -T$ is the virial theorem: under $\varphi \to \gamma^{3/2}\varphi(\gamma\mathbf r)$ the energy is $\gamma^2T + \gamma(E - T)$, and stationarity at $\gamma = 1$ gives $2T + E - T = 0$.

The potentials, in Ry, are:

| $r$ (bohr) | $v_H$ | $-v_H/2$ | numerical OEP $v_x$ |
|---|---|---|---|
| 0.1 | 6.6252 | −3.3126 | −3.3126 |
| 0.5 | 5.1843 | −2.5922 | −2.5922 |
| 1.0 | 3.5755 | −1.7878 | −1.7878 |
| 2.0 | 1.9828 | −0.9914 | −0.9914 |
| 3.0 | 1.3325 | −0.6662 | −0.6662 |

Between 0.1 and 3 bohr the largest value of $|v_x + v_H/2|$ for the numerical OEP is $1.6\times10^{-6}$ Ry. The potential $\varepsilon + \nabla^2\varphi/\varphi$ formed from the grid RHF orbital differs from (8) by at most $1.1\times10^{-7}$ Ry between 0.05 and 5 bohr, and the functions $u$ from Gaussian RHF and from the local iteration differ by at most $1.8\times10^{-5}$ bohr$^{-1/2}$ for $r < 10$ bohr. For the local solution $r v_x = -2.000000$ Ry bohr at $r = 10$ bohr.

Writing $v_s = -2Z_{\rm eff}(r)/r$ gives $Z_{\rm eff} = 2 - r v_J/2$: $2 - 0.1\times3.3126/2 = 1.834$ at 0.1 bohr, $2 - 1.7878/2 = 1.106$ at 1 bohr, and $2 - 3\times0.6662/2 = 1.001$ at 3 bohr. A single $\zeta$ cannot follow this change from 2 to 1, so the best potential $-2\zeta/r$ is not the optimum, and its energy lies $5.723360 - 5.695312 = 0.028$ Ry above RHF.

Equations (3), (7) and (9) are tested by finite differences, re-solving the one-electron problem in $v_s + \lambda g$ with $\lambda$ in Ry. At the potential (8), for $g = e^{-r}$, $dE/d\lambda = 6.4\times10^{-9}$, which is zero within the asserted tolerance; the curvature is $0.06756$ Ry$^{-1}$ from differences and from (9); and $dE_x/d\lambda = 0.174965$ both from the Fock energy and from $-\tfrac12\int v_H\,(dn/d\lambda)\,d^3r$. The same tests hold for $g = re^{-r}$ (curvature $0.00228$ Ry$^{-1}$, $dE_x/d\lambda = 0.003830$) and for $g = \cos(2r)\,e^{-r/2}$ ($0.16634$ Ry$^{-1}$ and $0.240769$). At the wrong potential $v_{\rm ext} + 2\,\mathrm{erf}(r)/r$ the slope for $g = e^{-r}$ does not vanish: it is $-0.067539$ from differences and from (7).

The unoccupied OEP levels are $\varepsilon_{2s} = -0.31667$ Ry, $\varepsilon_{3s} = -0.12931$ Ry and $\varepsilon_{4s} = -0.06991$ Ry, inside the intervals of (11), whose upper ends are $-0.25000$, $-0.11111$ and $-0.06250$ Ry. The lowest RHF $s$ virtual on the same grid is positive, $0.00102$ Ry, and it is also positive in the Gaussian basis. No bound $s$ virtual is found. A positive value in a box is not a level of the free atom, but it still carries information. It lies just above $(\pi/100)^2 = 0.00099$ Ry, the lowest $s$ level of a free electron in an empty box of this size. If the atom had a state too weakly bound to fit in the box, $u$ would leave the atom almost flat, only about a quarter of a wavelength would fit, and the level would be near $(\pi/200)^2 = 0.00025$ Ry or lower. The computed value therefore gives numerical evidence, though not a proof, against such a state.

### (f) Where the result fails

The derivation used one spatial orbital twice: in (2), where exchange reduced to self-interaction, and in (7), where a single product $\varphi\psi$ could be divided by $\varphi$. The word "singlet" alone does not guarantee this.

For two orthonormal orbitals $\varphi_1, \varphi_2$ the spatial functions are $[\varphi_1(\mathbf r_1)\varphi_2(\mathbf r_2) \pm \varphi_2(\mathbf r_1)\varphi_1(\mathbf r_2)]/\sqrt2$, with the upper sign for the singlet. Squaring gives two direct terms and a cross term, so the repulsion is $E_{ee} = J_{12} \pm K_{12}$, with $J_{ij} = (\varphi_i^2|\varphi_j^2)$ and $K_{12} = (\varphi_1\varphi_2|\varphi_1\varphi_2)$. The density is $\varphi_1^2 + \varphi_2^2$, so $E_H = \tfrac12(J_{11} + J_{22}) + J_{12}$. With the $1s$ and $2s$ orbitals of the ground-state potential (8), not reoptimized, $J_{11} = 2.05154$, $J_{22} = 0.37886$, $J_{12} = 0.53247$ and $K_{12} = 0.04520$ Ry, so $E_H = 1.21520 + 0.53247 = 1.74767$ Ry. The triplet with parallel spins is a single determinant, and its exchange energy gives

$$\frac{E_{ee} - E_H}{E_H} = \frac{0.53247 - 0.04520 - 1.74767}{1.74767} = -0.7212 .$$

The open-shell singlet gives $(0.53247 + 0.04520 - 1.74767)/1.74767 = -0.6695$. With these orbitals it is a combination of two determinants and lies outside the premise of the problem. Neither ratio is $-1/2$.

Beryllium has two doubly occupied orbitals. Mixing occupied orbitals among themselves leaves the determinant unchanged, so (7) becomes $\delta E = 4\int\delta v_s\sum_i\varphi_i\psi_i\, d^3r$, each $\psi_i$ being summed over unoccupied states. The OEP equation $\varphi_1\psi_1 + \varphi_2\psi_2 = 0$ allows the two terms to cancel, whereas RHF requires $\psi_1 = \psi_2 = 0$. Of the comparison of energies in (c), only the inequality $E_{\rm OEP} \ge E_{\rm RHF}$ survives in general. The RHF energy is $-29.14605$ Ry on the grid and in the Gaussian basis, with $E_x/E_H = -0.3727$. At the OEP potential with $g = e^{-r}$, $dE_x/d\lambda = 0.16139$ while $-\tfrac12\int v_H\,(dn/d\lambda)\,d^3r = 0.34364$, so (3) fails. The numerical OEP, with the charge $\sum_k b_k$ held at the electron number minus one, lies above RHF by $0.00120$ Ry with 15 functions $f_k$ and by $0.00118$ Ry with 19, where its energy is $-29.14486$ Ry. A finite expansion restricts the search, so these numbers are upper bounds on the gap for the unrestricted local potential. Their small change between the two expansions is numerical evidence, not a proof, that a gap of about $0.001$ Ry remains, in contrast to helium, where the numerical OEP, run there with 13 functions and the charge left free, reproduces the RHF energy in all printed digits.

## Computed results

```
He: Z = 2; grid 109 points, box 100 bohr; 1 Ry = 13.605693 eV
best zeta for v_s = -2 zeta/r: 1.6875 1/bohr
E at best zeta: -5.695312 Ry
RHF Gaussian: E = -5.723360 Ry, eps_1s = -1.83591 Ry
RHF grid: E = -5.723360 Ry, eps_1s = -1.83591 Ry
local v_H/2: E = -5.723360 Ry, eps_1s = -1.83591 Ry
numerical OEP: E = -5.723360 Ry, eps_1s = -1.83591 Ry
E = -77.870 eV, eps_1s = -24.979 eV
E at OEP starting potential: -5.676813 Ry
kinetic T: 5.723360 Ry
nuclear attraction: -13.498258 Ry
E_H: 4.103075 Ry
E_x: -2.051538 Ry
J: 2.051538 Ry
E_x/E_H, Gaussian RHF: -0.50000000 (ratio)
max |v_x(OEP) + v_H/2| on 0.1-3 bohr: 1.6e-06 Ry
max |u(Gaussian RHF) - u(local)|: 1.8e-05 bohr^-1/2
max |inverted RHF potential - local| on 0.05-5 bohr: 1.1e-07 Ry
r = 0.1 bohr: v_H = 6.6252, -v_H/2 = -3.3126, OEP v_x = -3.3126 Ry
r = 0.5 bohr: v_H = 5.1843, -v_H/2 = -2.5922, OEP v_x = -2.5922 Ry
r = 1.0 bohr: v_H = 3.5755, -v_H/2 = -1.7878, OEP v_x = -1.7878 Ry
r = 2.0 bohr: v_H = 1.9828, -v_H/2 = -0.9914, OEP v_x = -0.9914 Ry
r = 3.0 bohr: v_H = 1.3325, -v_H/2 = -0.6662, OEP v_x = -0.6662 Ry
r v_x at r = 10 bohr: -2.000000 Ry bohr
He at v_H/2, perturbation lam*g, lam in Ry, r in bohr:
g = r exp(-r): dE/dlam = 1.8e-10; d2E/dlam2 = 0.00228, formula 0.00228 1/Ry
  dE_x/dlam = 0.003830, -(1/2) int v_H dn/dlam = 0.003830
g = cos(2r) exp(-r/2): dE/dlam = 1.7e-10; d2E/dlam2 = 0.16634, formula 0.16634 1/Ry
  dE_x/dlam = 0.240769, -(1/2) int v_H dn/dlam = 0.240769
g = exp(-r): dE/dlam = 6.4e-09; d2E/dlam2 = 0.06756, formula 0.06756 1/Ry
  dE_x/dlam = 0.174965, -(1/2) int v_H dn/dlam = 0.174965
He at 2 erf(r)/r, g = exp(-r): dE/dlam = -0.067539, formula = -0.067539
OEP eps_2s = -0.31667 Ry, bounds -1.00000, -0.25000 Ry
OEP eps_3s = -0.12931 Ry, bounds -0.44444, -0.11111 Ry
OEP eps_4s = -0.06991 Ry, bounds -0.25000, -0.06250 Ry
lowest RHF s virtual in the box: 0.00102 Ry
He 1s2s: J11 = 2.05154, J22 = 0.37886, J12 = 0.53247, K12 = 0.04520 Ry
He 1s2s triplet: (E_ee - E_H)/E_H: -0.7212 (ratio)
He 1s2s singlet: (E_ee - E_H)/E_H: -0.6695 (ratio)
Be RHF: grid -29.14605 Ry, Gaussian -29.14605 Ry
Be E_x/E_H: -0.3727 (ratio)
Be OEP energy: -29.14486 Ry
Be E_OEP - E_RHF: 0.00120 Ry (15 functions), 0.00118 Ry (19)
Be, g = exp(-r): dE_x/dlam = 0.16139, -(1/2) int v_H dn/dlam = 0.34364
```
